# Decay Rates and Level Shifts from the Scattering Green Tensor, part 1

(Sections cited here and not found follow in the second part.)

## First half: the field near absorbing bodies and the decay rate

**Q.** I am told that the decay rate of an excited atom near any object follows from a classical Green tensor. What does "any object" mean here, and which tensor is it?

**A.** The bodies may have any shape and arrangement. I assume that they are nonmagnetic and respond linearly, locally and isotropically through a permittivity $\varepsilon(\mathbf r,\omega)$. They are causal and passive, so $\mathrm{Im}\,\varepsilon\ge 0$ for $\omega>0$. Bodies and field start in their joint ground state, at zero temperature, and the atom sits in a vacuum region at $\mathbf r_A$.

In atomic units $\hbar=e=m_e=4\pi\varepsilon_0=1$, so $1/\varepsilon_0$ becomes $4\pi$ and $\mu_0=1/(\varepsilon_0c^2)$ becomes $4\pi/c^2$. I write $k_0=\omega/c$ and use the time factor $e^{-i\omega t}$. The Green tensor is the outgoing solution of

$$\nabla\times\nabla\times\mathbf G(\mathbf r,\mathbf r',\omega)-k_0^2\,\varepsilon(\mathbf r,\omega)\,\mathbf G(\mathbf r,\mathbf r',\omega)=\mathbf 1\,\delta(\mathbf r-\mathbf r').$$

Maxwell's equations with a current $\mathbf j$ have $i\omega\mu_0\mathbf j=4\pi i\omega\,\mathbf j/c^2$ on the right. A point dipole $\mathbf p$ at $\mathbf r'$ has $\mathbf j=-i\omega\mathbf p\,\delta(\mathbf r-\mathbf r')$, and the source becomes $4\pi k_0^2\,\mathbf p\,\delta(\mathbf r-\mathbf r')$. Its field is therefore

$$\mathbf E(\mathbf r)=4\pi k_0^2\,\mathbf G(\mathbf r,\mathbf r',\omega)\cdot\mathbf p .$$

**Q.** An absorbing body has no lossless normal modes. What do you quantize?

**A.** The excitations of the matter and field together. An absorbing medium must also fluctuate, so I let a noise polarization at each point drive the field. Absorption is local, which suggests independent noise at different points, with strength proportional to $\mathrm{Im}\,\varepsilon$. The trial form is

$$\mathbf E(\mathbf r,\omega)=i a\,k_0^2\int d^3s\,\sqrt{\mathrm{Im}\,\varepsilon(\mathbf s,\omega)}\;\mathbf G(\mathbf r,\mathbf s,\omega)\cdot\mathbf f(\mathbf s,\omega),$$

with an unknown real number $a$ and bosonic operators

$$[f_i(\mathbf s,\omega),f_j^\dagger(\mathbf s',\omega')]=\delta_{ij}\,\delta(\mathbf s-\mathbf s')\,\delta(\omega-\omega').$$

The field Hamiltonian is $H_F=\int_0^\infty d\omega\int d^3s\,\omega\,\mathbf f^\dagger\cdot\mathbf f$, and the total field is $\mathbf E(\mathbf r)=\int_0^\infty d\omega\,[\mathbf E(\mathbf r,\omega)+\mathbf E^\dagger(\mathbf r,\omega)]$. The trial form has to earn its place by giving the response that Maxwell's equations demand.

**Q.** Then the fluctuations at the atom need an integral over all the matter. That is hardly a formula in $\mathbf G(\mathbf r_A,\mathbf r_A)$.

**A.** The integral can be done once for every geometry. Take real constant vectors $\mathbf a,\mathbf b$ and set $\mathbf u(\mathbf s)=\mathbf G(\mathbf s,\mathbf r)\cdot\mathbf a$, $\mathbf v(\mathbf s)=\mathbf G(\mathbf s,\mathbf r')\cdot\mathbf b$. They obey

$$\nabla\times\nabla\times\mathbf u-k_0^2\varepsilon\,\mathbf u=\mathbf a\,\delta(\mathbf s-\mathbf r),\qquad
\nabla\times\nabla\times\mathbf v-k_0^2\varepsilon\,\mathbf v=\mathbf b\,\delta(\mathbf s-\mathbf r').$$

First multiply the left equation by $\mathbf v$, the right one by $\mathbf u$, subtract and integrate. The terms in $\varepsilon$ cancel. The double curls form a divergence,

$$\mathbf v\cdot\nabla\times\nabla\times\mathbf u-\mathbf u\cdot\nabla\times\nabla\times\mathbf v=\nabla\cdot[(\nabla\times\mathbf u)\times\mathbf v-(\nabla\times\mathbf v)\times\mathbf u],$$

whose surface integral vanishes at infinity if there is a little absorption everywhere. What remains is $\mathbf v(\mathbf r)\cdot\mathbf a=\mathbf u(\mathbf r')\cdot\mathbf b$, or

$$\mathbf a\cdot\mathbf G(\mathbf r,\mathbf r')\cdot\mathbf b=\mathbf b\cdot\mathbf G(\mathbf r',\mathbf r)\cdot\mathbf a .$$

This is reciprocity. Now repeat the procedure with the complex conjugate of the equation for $\mathbf v$. The surface term vanishes again, but the permittivities no longer cancel:

$$-k_0^2\int d^3s\,(\varepsilon-\varepsilon^*)\,\mathbf u\cdot\mathbf v^*=\mathbf v^*(\mathbf r)\cdot\mathbf a-\mathbf u(\mathbf r')\cdot\mathbf b .$$

On the left $\varepsilon-\varepsilon^*=2i\,\mathrm{Im}\,\varepsilon$. On the right reciprocity gives $\mathbf a\cdot[\mathbf G^*(\mathbf r,\mathbf r')-\mathbf G(\mathbf r,\mathbf r')]\cdot\mathbf b=-2i\,\mathbf a\cdot\mathrm{Im}\,\mathbf G(\mathbf r,\mathbf r')\cdot\mathbf b$. Dividing by $-2i$, and using reciprocity to write $\mathbf u(\mathbf s)=\mathbf a\cdot\mathbf G(\mathbf r,\mathbf s)$ and $\mathbf v^*(\mathbf s)=\mathbf b\cdot\mathbf G^*(\mathbf r',\mathbf s)$, I get

$$k_0^2\int d^3s\,\mathrm{Im}\,\varepsilon(\mathbf s,\omega)\sum_l G_{il}(\mathbf r,\mathbf s)\,G^*_{jl}(\mathbf r',\mathbf s)=\mathrm{Im}\,G_{ij}(\mathbf r,\mathbf r').$$

**Q.** You put absorption everywhere. In empty space $\mathrm{Im}\,\varepsilon=0$, so the left side is zero, yet an atom in empty space does radiate.

**A.** The limit must be taken after the integral. Let empty space have $\varepsilon=1+i\eta$ with small $\eta$. The refractive index is $\sqrt{1+i\eta}\approx1+i\eta/2$, so an outgoing wave has intensity $(A/R^2)\,e^{-\eta k_0R}$ at large distance $R$, where $A$ is the intensity factor averaged over directions. Its contribution is

$$k_0^2\,\eta\int_0^\infty 4\pi R^2\,dR\,\frac{A}{R^2}\,e^{-\eta k_0R}=4\pi k_0A .$$

The result does not depend on $\eta$: weaker absorption acts over a longer distance. A small ball around the atom must be kept free of this absorption, because the near field grows as $1/R^3$ and its absorption integral would diverge at $R=0$. The rest of the nearby region, where the field is not of the outgoing form, then contributes $\eta$ times a finite integral and drops out. Thus $\mathrm{Im}\,\mathbf G$ counts both absorption in the bodies and radiation that escapes.

**Q.** The number $a$ is still unknown.

**A.** The commutator and the integral relation give the ground-state spectrum

$$\langle E_i(\mathbf r,\omega)E_j^\dagger(\mathbf r',\omega')\rangle=S_{ij}(\omega)\,\delta(\omega-\omega'),\qquad S_{ij}(\omega)=a^2k_0^2\,\mathrm{Im}\,G_{ij}(\mathbf r,\mathbf r',\omega),$$

because the prefactor $a^2k_0^4$ loses one factor $k_0^2$ to the integral relation. Now place a prescribed classical dipole $\mathbf p(t)$ at $\mathbf r'$, with coupling $-\mathbf p(t)\cdot\mathbf E(\mathbf r')$. First-order perturbation theory gives the mean field

$$\langle E_i(\mathbf r,t)\rangle=i\int_{-\infty}^{t}dt'\,\langle[E_i(\mathbf r,t),E_j(\mathbf r',t')]\rangle\,p_j(t'),$$

summed over $j$. The field components evolve as $e^{-i\nu t}$, and reciprocity makes both orderings carry the same $S_{ij}$. With $\tau=t-t'$ the commutator is $\int_0^\infty d\nu\,S_{ij}(\nu)(e^{-i\nu\tau}-e^{i\nu\tau})$. For a dipole component $e^{-i\omega t}$ I use $\int_0^\infty d\tau\,e^{i(x+i0)\tau}=i/(x+i0)$ and find the response

$$\chi_{ij}(\omega)=\int_0^\infty d\nu\,S_{ij}(\nu)\left[\frac{1}{\nu-\omega-i0}+\frac{1}{\nu+\omega+i0}\right].$$

For $\omega>0$ its imaginary part is $\pi S_{ij}(\omega)$, from the first denominator. Maxwell's equations require the imaginary part $4\pi k_0^2\,\mathrm{Im}\,G_{ij}$. Hence $\pi a^2=4\pi$, so $a=2$ (its sign is a matter of phase), and

$$S_{ij}(\omega)=4k_0^2\,\mathrm{Im}\,G_{ij}(\mathbf r,\mathbf r',\omega).$$

One number $a$ gives the right dissipative response for every pair of points and every frequency. That is the justification of the trial form.

**Q.** Now put in the atom, and please do not start from a golden rule that I would have to accept.

**A.** Let the atom have levels $E_n$ and real transition dipoles $\mathbf d_{nk}$, with $\omega_{nk}=E_n-E_k$. It is much smaller than the distance over which the field varies, so the coupling is $-\mathbf d\cdot\mathbf E(\mathbf r_A)$. I assume no permanent dipoles, and levels separated by much more than their widths and shifts.

Start with the atom in level $n$ and no field excitation. The coupling leads to states with the atom in $k$ and one excitation $\mu$ of frequency $\omega$, where $\mu$ stands for the position and direction in $\mathbf f^\dagger$. In the interaction picture, with matrix elements $V_{k\mu}$, the amplitudes obey

$$i\dot C_n=\sum_{k\mu}V_{k\mu}^*\,e^{i(\omega_{nk}-\omega)t}\,C_{k\mu},\qquad
i\dot C_{k\mu}=V_{k\mu}\,e^{-i(\omega_{nk}-\omega)t}\,C_n .$$

Here I have left out states with two or more excitations, which enter in higher order of the coupling. Integrating the second equation from $C_{k\mu}(0)=0$ and inserting it in the first gives

$$\dot C_n(t)=-\sum_k\int_0^\infty d\omega\,J_{nk}(\omega)\int_0^t d\tau\,e^{i(\omega_{nk}-\omega)\tau}\,C_n(t-\tau).$$

The density $J_{nk}$ is the sum of $|V_{k\mu}|^2$ per unit frequency. That is the spectrum of the field component along the dipole:

$$J_{nk}(\omega)=\mathbf d_{nk}\cdot\mathbf S(\omega)\cdot\mathbf d_{nk}=4k_0^2\,\mathbf d_{nk}\cdot\mathrm{Im}\,\mathbf G(\mathbf r_A,\mathbf r_A,\omega)\cdot\mathbf d_{nk}.$$

**Q.** This equation has memory. An exponential decay has none.

**A.** That is where weak coupling enters. The integral over $\omega$ makes the memory die out after a time of order the inverse frequency width over which $J_{nk}$ changes. If $C_n$ hardly changes in that time, I may replace $C_n(t-\tau)$ by $C_n(t)$ and extend the $\tau$ integral to infinity. The same integral as before gives $\dot C_n=-i\Sigma_nC_n$ with

$$\Sigma_n=\sum_k\int_0^\infty d\omega\,\frac{J_{nk}(\omega)}{\omega_{nk}-\omega+i0}\equiv\delta E_n-\frac{i}{2}\Gamma_n .$$

The factor one half appears because the probability $|C_n|^2$ then falls as $e^{-\Gamma_nt}$.

The replacement fails near a resonance of the surroundings that is as narrow as the decay width itself. The atom and the resonance can then exchange energy back and forth, and one has to return to the equation with memory.

**Q.** So what is the rate?

**A.** Use $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$. The delta function contributes when $\omega=\omega_{nk}$ lies in the integration range, which requires $k$ to lie below $n$. Comparing $-i\pi J_{nk}(\omega_{nk})$ with $-i\Gamma/2$ gives $\Gamma_{n\to k}=2\pi J_{nk}(\omega_{nk})$, so

$$\Gamma_{n\to k}=\frac{8\pi\omega_{nk}^2}{c^2}\,\mathbf d_{nk}\cdot\mathrm{Im}\,\mathbf G(\mathbf r_A,\mathbf r_A,\omega_{nk})\cdot\mathbf d_{nk}.$$

To return to SI units write $8\pi=2\cdot4\pi$, replace $4\pi$ by $1/\varepsilon_0$ and restore $\hbar$:

$$\Gamma_{n\to k}=\frac{2\omega_{nk}^2}{\hbar\varepsilon_0c^2}\,\mathbf d_{nk}\cdot\mathrm{Im}\,\mathbf G(\mathbf r_A,\mathbf r_A,\omega_{nk})\cdot\mathbf d_{nk}.$$

The total rate $\Gamma_n$ is the sum over all lower levels $k$.

**Q.** Does it give the known rate in empty space?

**A.** For $\varepsilon=1$ take the divergence of the Green tensor equation. The divergence of a curl vanishes, so $-k_0^2\nabla\cdot\mathbf G_0=\nabla\delta$. With $\nabla\times\nabla\times=\nabla\nabla\cdot-\nabla^2$ the equation becomes

$$(-\nabla^2-k_0^2)\,\mathbf G_0=\left(\mathbf 1+\frac{\nabla\nabla}{k_0^2}\right)\delta,\qquad\text{so}\qquad
\mathbf G_0=\left(\mathbf 1+\frac{\nabla\nabla}{k_0^2}\right)\frac{e^{ik_0R}}{4\pi R}.$$

The imaginary part of the scalar function is smooth at $R=0$:

$$\frac{\sin k_0R}{4\pi R}=\frac{k_0}{4\pi}\left(1-\frac{k_0^2R^2}{6}+\dots\right).$$

Since $\nabla\nabla R^2=2\cdot\mathbf 1$, the second derivatives divided by $k_0^2$ contribute $-\mathbf 1/3$ inside the bracket. Therefore

$$\mathrm{Im}\,\mathbf G_0(\mathbf r_A,\mathbf r_A)=\frac{k_0}{4\pi}\left(1-\frac13\right)\mathbf 1=\frac{\omega}{6\pi c}\,\mathbf 1,\qquad
\Gamma_0=\frac{8\pi\omega^2}{c^2}\,\frac{\omega}{6\pi c}\,d^2=\frac{4\omega^3d^2}{3c^3}.$$

This is the free-space spontaneous emission rate.

**Q.** People speak of the scattering Green tensor. Is that the tensor in your rate?

**A.** Not by itself. In the vacuum region around the atom $\mathbf G=\mathbf G_0+\mathbf G_1$, where $\mathbf G_1$ describes the field scattered back by the bodies. The rate needs the sum. The scattering part alone gives the change $\Gamma-\Gamma_0$, which can be negative, while $\Gamma$ itself cannot, because the integral relation makes $\mathbf d\cdot\mathrm{Im}\,\mathbf G\cdot\mathbf d$ a sum of squares.

The same relation shows why the atom must not sit inside an absorbing medium described by a local $\varepsilon$. Close to the dipole $|\mathbf G|^2$ grows as $1/s^6$, and with the volume element $s^2ds$ the absorption integral diverges at $s=0$. There the result depends on the atom's immediate neighbourhood, which a continuous medium does not describe.

**Q.** Is there a classical picture that fixes the factor 2?

**A.** Let a classical dipole $\mathbf p_0\cos\omega t$ be driven at fixed amplitude, and let $\mathbf g_{\rm tot}=4\pi k_0^2\,\mathbf G$ be its own field per unit dipole. The mean power it gives to the field is $-\langle\dot{\mathbf p}\cdot\mathbf E\rangle$. With complex amplitudes this is

$$-\frac12\,\mathrm{Re}\left[(-i\omega\mathbf p_0)^*\cdot\mathbf g_{\rm tot}\cdot\mathbf p_0\right]=\frac{\omega}{2}\,\mathbf p_0\cdot\mathrm{Im}\,\mathbf g_{\rm tot}\cdot\mathbf p_0 .$$

The quantum rate is $\Gamma=2\,\mathbf d\cdot\mathrm{Im}\,\mathbf g_{\rm tot}\cdot\mathbf d$, so the initial energy loss per unit time is $\omega\Gamma=2\omega\,\mathbf d\cdot\mathrm{Im}\,\mathbf g_{\rm tot}\cdot\mathbf d$. The two agree for $\mathbf p_0=2\mathbf d$. This is a correspondence of formulas: an atom prepared in an energy level has no oscillating mean dipole.

## Second half: the level shifts and an atom at a surface

**Q.** Before you continue, what do you carry over?

**A.** Atomic units with $4\pi\varepsilon_0=1$; $k_0=\omega/c$; $\omega_{nk}=E_n-E_k$; real transition dipoles $\mathbf d_{nk}$. The Green tensor at the atom is $\mathbf G=\mathbf G_0+\mathbf G_1$, vacuum plus scattering. The self-energy of level $n$ is

$$\delta E_n-\frac i2\Gamma_n=\sum_k\int_0^\infty d\omega\,\frac{J_{nk}(\omega)}{\omega_{nk}-\omega+i0},\qquad J_{nk}=4k_0^2\,\mathbf d_{nk}\cdot\mathrm{Im}\,\mathbf G\cdot\mathbf d_{nk},$$

and its imaginary part gave $\Gamma_{n\to k}=2\pi J_{nk}(\omega_{nk})$. I also define the reflected field per unit dipole, $\mathbf g(\omega)=4\pi k_0^2\,\mathbf G_1(\mathbf r_A,\mathbf r_A,\omega)$.

**Q.** The real part looks hopeless. In vacuum $J$ grows as $\omega^3$ and the integral diverges.

**A.** That divergence belongs to $\mathbf G_0$ and is the same wherever the atom is. It is part of the free atom's Lamb shift, whose calculation needs renormalization and physics beyond the dipole coupling. I take the levels $E_n$ to be those of the free atom, with that shift included. The shift caused by the bodies then comes from $\mathbf G_1$ alone. Since $4k_0^2\,\mathrm{Im}\,\mathbf G_1=\mathrm{Im}\,\mathbf g/\pi$,

$$\delta E_n=\sum_k\frac1\pi\,\mathcal P\!\int_0^\infty d\omega\,\frac{\mathrm{Im}\,h_{nk}(\omega)}{\omega_{nk}-\omega},\qquad h_{nk}(\omega)=\mathbf d_{nk}\cdot\mathbf g(\omega)\cdot\mathbf d_{nk}.$$

**Q.** This still asks for the response at all real frequencies. Where does a resonant part come from?

This part has derived the decay rate from the imaginary part of the full Green tensor, and has written the level shift caused by the bodies as an integral over real frequencies of the reflected field. It remains to separate the resonant part of that shift from the off-resonant part, and to work out rates and shifts for an atom at a surface.
